\section*{Zero-point energy and the migration barrier of a model proton}

\section{The problem}

A proton of mass $m$ hops between two equivalent sites on a fixed potential surface. At the bottom of a well it has three vibrational modes, each with quantum $\varepsilon_w=\hbar\omega_w=120$ meV. At the saddle between the wells it has two real modes, each with quantum $\varepsilon_s=\hbar\omega_s=150$ meV, and one direction along which the potential curves downwards. The classical barrier $V_0$, the potential at the saddle minus the potential at the well bottom, is 500 meV.

(a) By how much, and in which direction, does harmonic zero-point energy change the barrier?

(b) At 300 K, by what factor does the hop rate differ from the fully classical rate, if tunnelling is left out?

(c) What slope would an Arrhenius plot of that rate have near 300 K?

The quoted energies are quanta $\hbar\omega$, not zero-point energies $\hbar\omega/2$. The surrounding atoms do not move.

\section{A tempting solution}

The proton is held more tightly at the saddle than in the well, since 150 meV exceeds 120 meV. Tighter confinement costs zero-point energy. Each of the two real saddle modes is compared with a well mode, which gives
\begin{equation}
\Delta V=2\times\tfrac12(150-120)\ \text{meV}=+30\ \text{meV}.
\label{eq:wrong}
\end{equation}
The barrier therefore rises to 530 meV. At 300 K, where $k_BT=25.85$ meV, the rate falls by the factor $e^{-30/25.85}=0.31$, and the Arrhenius slope is 530 meV.

All three answers are wrong.

\section{Where it fails}

Equation \eqref{eq:wrong} pairs two saddle modes with two well modes and forgets the third well mode. That mode holds $120/2=60$ meV of zero-point energy in the well. On the way to the saddle it turns into the hopping motion, which has no zero-point level there, so its 60 meV must be subtracted:
\begin{equation}
\Delta V=(+30-60)\ \text{meV}=-30\ \text{meV}.
\end{equation}
The remark about tighter confinement is true of the two transverse directions, but the loss of confinement along the third outweighs it. That the wrong and right answers have the same magnitude is an accident of these numbers.

There is a second fault. Even with the right sign, inserting the new barrier into an exponential while keeping the classical prefactor does not give the rate. Zero-point energy and the quantum prefactor come from the same partition functions and have to be changed together.

\section{The barrier}

\subsection{Modes and ground levels}

Near a stationary point the gradient vanishes, and in principal coordinates $q_i$ the potential is
\begin{equation}
V\simeq V_{\rm stat}+\tfrac12\sum_{i=1}^{3}k_iq_i^2 ,\qquad \omega_i^2=\frac{k_i}{m}.
\end{equation}
All three $k_i$ are positive in the well. At the saddle two are positive and one is negative.

For a positive curvature, define $A=(p-im\omega q)/\sqrt{2m}$. With $qp-pq=i\hbar$,
\begin{align}
A^\dagger A&=\frac{1}{2m}(p+im\omega q)(p-im\omega q)\nonumber\\
&=\frac{p^2}{2m}+\frac{m\omega^2q^2}{2}+\frac{i\omega}{2}(qp-pq)
=H-\frac{\hbar\omega}{2}.
\end{align}
The average of $A^\dagger A$ in any state is a squared norm and cannot be negative, so no energy lies below $\hbar\omega/2$. The value is reached when $A\psi=0$, that is, $\psi'=-(m\omega/\hbar)q\psi$, whose solution is the normalizable Gaussian $e^{-m\omega q^2/2\hbar}$. The ground energy is therefore $\hbar\omega/2$.

For the negative curvature, write $k=-m\omega_b^2$. The Hamiltonian is
\begin{equation}
H_b=\frac{p^2}{2m}-\frac{m\omega_b^2q^2}{2}.
\end{equation}
A packet of fixed shape moved to ever larger $|q|$ has ever lower energy, so $H_b$ has no ground level. Putting the imaginary frequency $i\omega_b$ into $\hbar\omega/2$ gives an imaginary number, which is not an energy to be added to the barrier. The quantum effect of this direction is tunnelling, a change in the probability of crossing, and it is treated separately below.

\subsection{The subtraction}

Measure energies from the potential at the well bottom. The ground level in the well is
\begin{equation}
E_w=\tfrac32\varepsilon_w=180\ \text{meV}.
\end{equation}
At the saddle, the lowest energy at which the proton can pass over the top without tunnelling is the potential there plus the ground energy of the two transverse modes:
\begin{equation}
E_s=V_0+\tfrac22\varepsilon_s=V_0+150\ \text{meV}.
\end{equation}
The barrier between these levels is
\begin{equation}
V_q=E_s-E_w=V_0+\varepsilon_s-\tfrac32\varepsilon_w=V_0-30\ \text{meV}.
\label{eq:vq}
\end{equation}
Zero-point energy lowers the classical barrier by 30 meV (0.030 eV), here from 500 to 470 meV. With the quanta held fixed, the shift does not depend on $V_0$.

The sign is not general. The barrier falls if $\varepsilon_s<\tfrac32\varepsilon_w$. For 120 meV well modes the shift vanishes at $\varepsilon_s=180$ meV, and stiffer saddle modes raise the barrier.

\subsection{A surface that is not harmonic}

Equation \eqref{eq:vq} uses only curvatures, so it should be compared with a full surface. With $s=x/b$, take
\begin{equation}
V=V_0(1-s^2)^2+\tfrac12K(s)(y^2+z^2),
\end{equation}
\begin{equation}
K(s)=k_w+(k_s-k_w)(1-s^2)^2,
\end{equation}
where $k_w=m\omega_w^2$ and $k_s=m\omega_s^2$. The transverse stiffness is $k_w$ in the wells, $s=\pm1$, and $k_s$ at the saddle, $s=0$. Along $x$,
\begin{equation}
\frac{d^2}{dx^2}V_0(1-s^2)^2=\frac{V_0}{b^2}(12s^2-4),
\end{equation}
which is $8V_0/b^2$ in the wells and $-4V_0/b^2$ at the saddle. Setting the first equal to $m\omega_w^2$ gives
\begin{equation}
b=\frac{\hbar}{\varepsilon_w}\sqrt{\frac{8V_0}{m}}=0.1074\ \text{nm},
\end{equation}
so the hop length is $2b=0.215$ nm. The downward curvature is half the well curvature in size, hence $\varepsilon_b=\hbar\omega_b=\varepsilon_w/\sqrt2=84.85$ meV.

Numerical diagonalization of the coupled three-dimensional Hamiltonian puts its ground level 181.03 meV above the well bottom. The transverse ground level at $x=0$ is 150.00 meV above the saddle potential. The lowering on this surface is therefore 31.0 meV, against 30 meV from the harmonic formula. The net change of about 1 meV is what remains of two opposite shifts: anharmonicity along $x$ lowers the well level by about 0.9 meV, and mode coupling raises it by about 2.0 meV; another surface with the same curvatures could give a different correction.

\section{The rate}

\subsection{Quantum transverse motion}

Let $\beta=1/k_BT$. Assume that the proton is in thermal equilibrium in its well, that a proton crossing the saddle does not turn back, and that motion along the hopping coordinate is classical at the saddle. In the well all three modes are quantized. This is transition-state theory without tunnelling. The rate in one direction is the equilibrium flux through the saddle divided by the well partition function. The hopping coordinate contributes
\begin{equation}
\int_0^\infty\frac{dp}{h}\,\frac pm\,e^{-\beta p^2/2m}=\frac{1}{h\beta}=\frac{k_BT}{h},
\end{equation}
because $d(p^2/2m)=(p/m)\,dp$. Each real mode contributes a geometric series,
\begin{equation}
Z(\varepsilon)=\sum_{n=0}^{\infty}e^{-\beta\varepsilon(n+1/2)}
=\frac{e^{-\beta\varepsilon/2}}{1-e^{-\beta\varepsilon}}
=\frac{1}{2\sinh(\beta\varepsilon/2)}.
\label{eq:z}
\end{equation}
Two such factors stand in the numerator and three in the denominator:
\begin{equation}
k=\frac{k_BT}{h}\,e^{-\beta V_0}\,\frac{Z(\varepsilon_s)^2}{Z(\varepsilon_w)^3}.
\label{eq:k}
\end{equation}
The middle form of \eqref{eq:z} separates the zero-point exponentials, which combine with $V_0$ into $V_q$:
\begin{equation}
k=\frac{k_BT}{h}\,e^{-\beta V_q}\,
\frac{(1-e^{-\beta\varepsilon_w})^3}{(1-e^{-\beta\varepsilon_s})^2}.
\label{eq:kq}
\end{equation}
When both quanta far exceed $k_BT$, the last fraction tends to one. The barrier $V_q$ thus belongs with the prefactor $k_BT/h$.

\subsection{The classical rate}

If $\beta\varepsilon\ll1$, then $2\sinh(\beta\varepsilon/2)\to\beta\varepsilon$ and $Z\to k_BT/\varepsilon$, the classical partition function. Using it for every mode at any temperature defines the fully classical rate:
\begin{equation}
k_{\rm cl}=\frac{k_BT}{h}\left(\frac{k_BT}{\varepsilon_s}\right)^2
\left(\frac{\varepsilon_w}{k_BT}\right)^3e^{-\beta V_0}
=\frac{\varepsilon_w^3}{h\varepsilon_s^2}\,e^{-\beta V_0}.
\end{equation}
The powers of $k_BT$ cancel, since $1+2-3=0$. The prefactor is $1.857\times10^{13}$ s$^{-1}$, whereas $k_BT/h$ at 300 K is $6.251\times10^{12}$ s$^{-1}$, smaller by the factor 0.337.

\subsection{The ratio at 300 K}

Dividing \eqref{eq:kq} by the classical rate gives
\begin{equation}
\frac{k}{k_{\rm cl}}=
e^{30\,{\rm meV}/k_BT}\;
\frac{k_BT\,\varepsilon_s^2}{\varepsilon_w^3}\;
\frac{(1-e^{-\beta\varepsilon_w})^3}{(1-e^{-\beta\varepsilon_s})^2}.
\end{equation}
The first factor is 3.191 and the second 0.337. The third is the quantum rate divided by its low-temperature form, $7.768\times10^4/7.949\times10^4=0.977$. Hence
\begin{equation}
\frac{k}{k_{\rm cl}}=3.191\times0.337\times0.977=1.05 .
\end{equation}
The rate rises by about 5 per cent, from $7.40\times10^4$ to $7.77\times10^4$ s$^{-1}$. It neither falls to 0.31 of its classical value nor triples. At 358 K the ratio is 1.01. These are harmonic values. On the anharmonic surface above, the ratios to the classical rate on that same surface are 1.09 at 300 K and 1.04 at 358 K; relative to the harmonic $k_{\rm cl}$ they are 1.09 and 1.05. Most of the increase comes from the barrier shift of 1 meV, which changes the rate by about 4 per cent at room temperature.

The cancellation can be read from the counting of states. For one well mode at 300 K the classical partition function is $25.85/120=0.22$, less than a single state. Quantum mechanically the mode has essentially one accessible state, raised by 60 meV. Adding the zero-point energy while keeping the classical count would mix the two descriptions.

\subsection{The high-temperature limit}

The ratio also shows that the sign of a barrier shift need not be the sign of a rate change. From \eqref{eq:k},
\begin{equation}
\ln\frac{k}{k_{\rm cl}}
=3\ln\frac{\sinh u_w}{u_w}-2\ln\frac{\sinh u_s}{u_s},
\qquad u=\frac{\beta\varepsilon}{2}.
\end{equation}
For small $u$, $\sinh u/u=1+u^2/6+\dots$, so
\begin{equation}
\ln\frac{k}{k_{\rm cl}}\simeq
\frac{3\varepsilon_w^2-2\varepsilon_s^2}{24(k_BT)^2}
=\frac{43200-45000}{24}\,\frac{\text{meV}^2}{(k_BT)^2}
=-\frac{75\ \text{meV}^2}{(k_BT)^2}.
\label{eq:high}
\end{equation}
The zero-point shift contains sums of quanta, but the leading high-temperature correction contains sums of their squares. Here the two have opposite effects: the barrier is lowered, yet at sufficiently high temperature the rate without tunnelling lies slightly below the classical one. The expansion requires $k_BT$ well above the half-quanta of 60 and 75 meV, so for a solid it is formal. The change of sign comes much earlier: at $k_BT=35$ meV the two terms of the exact logarithm are both about 1.35, so the ratio passes through one near 407 K.

\section{The Arrhenius slope}

The local slope is $E_a=-d\ln k/d\beta$. From \eqref{eq:k} and \eqref{eq:z},
\begin{equation}
\ln k=-\ln(h\beta)-\beta V_0+3\ln\!\left(2\sinh\frac{\beta\varepsilon_w}{2}\right)
-2\ln\!\left(2\sinh\frac{\beta\varepsilon_s}{2}\right).
\end{equation}
Since $d\ln\sinh(\beta\varepsilon/2)/d\beta=(\varepsilon/2)\coth(\beta\varepsilon/2)$,
\begin{equation}
E_a=V_0+k_BT-\frac{3\varepsilon_w}{2}\coth\frac{\beta\varepsilon_w}{2}
+\varepsilon_s\coth\frac{\beta\varepsilon_s}{2}.
\end{equation}
At 300 K the hyperbolic cotangents are 1.0195 and 1.0061, which gives
\begin{equation}
E_a=(500+25.85-183.5+150.9)\ \text{meV}\simeq493\ \text{meV}.
\end{equation}
The classical slope is 500 meV, because the classical prefactor does not depend on temperature. Without tunnelling, the room-temperature slope is thus only 7 meV below the classical one, not 30. The term $k_BT$, which comes from the temperature dependence of the prefactor $k_BT/h$, adds 26 meV to $V_q$, and thermal excitation of the real modes takes away about 3 meV.

On cooling, both cotangents tend to one and $E_a-k_BT$ tends to $V_q$; at 30 K the formula gives 470.00 meV. This limit is also formal, because tunnelling cannot be neglected there.

\section{Tunnelling}

For a parabolic barrier, the transmission probability at energy $E$ relative to the top is the standard result $P(E)=1/(1+e^{-2\pi E/\varepsilon_b})$. Classical motion has $P=0$ below the top and $P=1$ above it. The thermal average relative to the classical one is
\begin{equation}
\kappa=\beta\int_{-\infty}^{\infty}P(E)\,e^{-\beta E}\,dE .
\end{equation}
Set $w=e^{-2\pi E/\varepsilon_b}$ and $a=\beta\varepsilon_b/2\pi$. Then $e^{-\beta E}=w^a$ and $dE=-(\varepsilon_b/2\pi)\,dw/w$, so
\begin{equation}
\kappa=a\int_0^\infty\frac{w^{a-1}}{1+w}\,dw=\frac{\pi a}{\sin\pi a}
=\frac{\beta\varepsilon_b/2}{\sin(\beta\varepsilon_b/2)},\qquad 0<a<1 .
\end{equation}
At 300 K this is 1.645. A semiclassical estimate that uses the bare quartic barrier below the top and the parabolic formula above it, without the variation of transverse zero-point energy along the path, gives 1.622. Numerical transmission through the same quartic barrier, held flat beyond the two minima, gives 1.645, so the lower value mainly reflects the semiclassical approximation and not the barrier shape. Including the variation of transverse zero-point energy raises the factor to about 1.7. If tunnelling is treated as a separate factor multiplying the harmonic ratio of 1.05, the rate is therefore about 1.7 to 1.8 times the classical one. For this model at room temperature, tunnelling changes the rate more than the real modes do in total. Taken separately, the three well modes raise the rate by a factor of about 10, and the two saddle modes lower it by nearly the same factor.

Tunnelling also lowers the Arrhenius slope, because $\kappa$ grows on cooling. With $x=\beta\varepsilon_b/2$, the parabolic factor contributes
\begin{equation}
-\frac{d\ln\kappa}{d\beta}=-k_BT\,(1-x\cot x)\simeq-29\ \text{meV}
\end{equation}
at 300 K, which takes the slope from 493 to about 464 meV.

The parabolic formula diverges at $a=1$, where $T=\varepsilon_b/2\pi k_B=157$ K. Below that temperature transmission far beneath the top dominates the integral, and the finite shape of the barrier has to be used. At high temperature $\kappa\simeq1+\varepsilon_b^2/24(k_BT)^2$. With $\varepsilon_b^2=7200$ meV$^2$ this adds $+300$ meV$^2/(k_BT)^2$ to \eqref{eq:high}, so the complete leading correction is positive, $+225$ meV$^2/(k_BT)^2$.

\section{Drift in a field}

A local field of 1 MV/cm exerts a force of 100 meV/nm on the proton. To first order it lowers the forward barrier by
\begin{equation}
eFb=100\times0.1074\ \text{meV}=10.7\ \text{meV},
\end{equation}
and the stationary points of the tilted quartic potential give the same value to this precision. The backward barrier rises by the same amount to first order. With the vibrational quanta held at their zero-field values, the ratio of forward to backward rates is
\begin{equation}
\frac{k_+}{k_-}=e^{2eFb/k_BT}=e^{21.5/25.85}\simeq2.3 .
\end{equation}
Both hops use the same saddle and start from equivalent wells, so the zero-point shift cancels from this ratio. In this approximation it affects how fast the proton drifts, not the bias between the two directions. On the anharmonic surface above, the field also changes the zero-point energies of the two wells slightly: their ground levels differ by 21.0 meV instead of 21.5 meV, which lowers the ratio by about 2 per cent.

\section{The model beside a real oxide}

The classical barrier of 0.5 eV is a chosen round number, not a value for a particular oxide. The field is a high value: if an oxide conducts once hydrogen has entered it, screening can make the field inside it far smaller. The hop length follows from $V_0$ and $\varepsilon_w$ and is not a measured site distance. The 30 meV also rests on the assumption of three equal, soft well modes. A proton bound to oxygen as hydroxyl has a stiff stretching mode, roughly 400 meV. If this replaces one well mode while the other two and both saddle modes are held fixed, the harmonic lowering becomes
\begin{equation}
\frac{400+2\times120}{2}\ \text{meV}-150\ \text{meV}=170\ \text{meV}.
\end{equation}
The 30 meV is therefore a property of the stated modes and not an estimate for a real oxide. A calculation for a real site needs its own well and saddle modes. It must also let the lattice move, since displacement of the oxygen atoms, coupling to polarons and disorder can change both the barrier and the modes; their size is not estimated here. The numerical output below lists the harmonic rates and Arrhenius slopes without tunnelling at 300 and 358 K.

\section*{Computed values}
\begin{verbatim}
Classical barrier: 500 meV
Well quantum, three modes: 120 meV
Saddle quantum, two real modes: 150 meV
Zero-point energy in well: 180.0 meV
Zero-point energy at saddle: 150.0 meV
Barrier lowering: 30.0 meV = 0.030 eV
Corrected barrier: 470.0 meV = 0.470 eV
Saddle quantum for zero shift: 180.0 meV
Half hop length b: 0.1074 nm
Hop length: 0.2147 nm
Imaginary quantum, magnitude: 84.85 meV
Hessian quanta, well (meV): [120. 120. 120.]
Hessian quanta, saddle, minus = imaginary (meV): [-84.85 150.   150.  ]
3D ground level above well bottom: 181.03 meV
Transverse ground level at saddle: 150.00 meV
Lowering from diagonalization: 31.03 meV
Anharmonic change of lowering: 1.03 meV
Classical prefactor: 1.857e+13 1/s
At 300 K: thermal energy 25.85 meV
  prefactor kT/h: 6.251e+12 1/s
  factor exp(lowering/kT): 3.191
  prefactor ratio (kT/h)/classical: 0.337
  classical hop rate: 7.399e+04 1/s
  quantum rate, no tunnelling: 7.768e+04 1/s
  low-temperature form of rate: 7.949e+04 1/s
  quantum/classical rate ratio: 1.050
  Arrhenius slope, no tunnelling: 493.3 meV
At 358 K: thermal energy 30.85 meV
  prefactor kT/h: 7.460e+12 1/s
  factor exp(lowering/kT): 2.644
  prefactor ratio (kT/h)/classical: 0.402
  classical hop rate: 1.698e+06 1/s
  quantum rate, no tunnelling: 1.722e+06 1/s
  low-temperature form of rate: 1.804e+06 1/s
  quantum/classical rate ratio: 1.014
  Arrhenius slope, no tunnelling: 495.7 meV
Slope minus kT at 30 K, no tunnelling: 470.00 meV
Tunnelling factor at 300 K, parabola: 1.645
Tunnelling factor at 300 K, quartic: 1.622
Tunnelling crossover temperature: 156.7 K
Field: 1.0 MV/cm
Forward barrier drop by field: 10.69 meV
Estimate e*F*b: 10.74 meV
Rough hydroxyl stretch quantum: 400 meV
Lowering with that stretch in well: 170.0 meV
\end{verbatim}
